\section*{Ewald forces on point charges in a periodic cell, part 2}

The problem is the force $\mathbf F_i=-\partial E/\partial\boldsymbol\tau_i$, at fixed cell, on point charges $Z_i$ at distinct positions $\boldsymbol\tau_i$ in a periodic cell of volume $\Omega$. Hartree atomic units are used. The lattice vectors are $\mathbf L$, and the reciprocal vectors $\mathbf G$ satisfy $e^{i\mathbf G\cdot\mathbf L}=1$. The total charge is $Q=\sum_iZ_i$, with a uniform background of density $-Q/\Omega$. An ion moves together with all its images.

The potential $\psi$ of a lattice of unit charges with its own background is defined by
\begin{equation}
\nabla^2\psi=-4\pi\Big[\sum_{\mathbf L}\delta(\mathbf r-\mathbf L)-\frac1\Omega\Big],\qquad \psi\ \text{periodic},\qquad \int_{\rm cell}\psi\,d^3r=0.\label{eq:psidef}
\end{equation}
The cell average of $-\nabla\psi$ is zero. The energy per cell is
\begin{equation}
E=\frac12\sum_{i\neq j}Z_iZ_j\,\psi(\boldsymbol\tau_i-\boldsymbol\tau_j)+\frac{\xi}{2}\sum_iZ_i^2,\qquad \xi=\lim_{r\to0}\Big[\psi(\mathbf r)-\frac1r\Big].\label{eq:Edef}
\end{equation}
For any $\eta>0$, $E=E_R+E_G+E_{\rm self}+E_{\rm bg}$. With $S(\mathbf G)=\sum_jZ_je^{i\mathbf G\cdot\boldsymbol\tau_j}$, and a prime omitting the term of zero distance,
\begin{align}
E_R&=\frac12\sum_{jk}Z_jZ_k{\sum_{\mathbf L}}'f(|\boldsymbol\tau_j-\boldsymbol\tau_k-\mathbf L|),\qquad f(r)=\frac{\operatorname{erfc}(\eta r)}{r},\label{eq:ER}\\
E_G&=\frac{2\pi}{\Omega}\sum_{\mathbf G\neq0}\frac{e^{-G^2/4\eta^2}}{G^2}|S(\mathbf G)|^2,\label{eq:EG}\\
E_{\rm self}&=-\frac{\eta}{\sqrt\pi}\sum_iZ_i^2,\qquad E_{\rm bg}=-\frac{\pi Q^2}{2\Omega\eta^2}.\label{eq:Econst}
\end{align}
The force is $\mathbf F_i=\mathbf F_i^R+\mathbf F_i^G$, independent of $\eta$ when both series are converged:
\begin{align}
\mathbf F_i^{R}&=Z_i\sum_j Z_j{\sum_{\mathbf L}}'\left[\frac{\operatorname{erfc}(\eta r)}{r^2}+\frac{2\eta}{\sqrt\pi}\frac{e^{-\eta^2r^2}}{r}\right]\frac{\mathbf r}{r},\qquad \mathbf r=\boldsymbol\tau_i-\boldsymbol\tau_j-\mathbf L,\label{eq:FR}\\
\mathbf F_i^{G}&=\frac{4\pi Z_i}{\Omega}\sum_{\mathbf G\neq0}\mathbf G\,\frac{e^{-G^2/4\eta^2}}{G^2}\sum_j Z_j\sin\mathbf G\cdot(\boldsymbol\tau_i-\boldsymbol\tau_j).\label{eq:FG}
\end{align}
In compact form,
\begin{equation}
\mathbf F_i=-Z_i\sum_{j\neq i}Z_j\,\nabla\psi(\boldsymbol\tau_i-\boldsymbol\tau_j).\label{eq:Fpsi}
\end{equation}
The $\eta$-derivative of the real-space part, with $\mathbf r$ as in (\ref{eq:FR}), and the divergence of the force are
\begin{equation}
\frac{\partial\mathbf F_i^R}{\partial\eta}=-\frac{4\eta^2}{\sqrt\pi}Z_i\sum_jZ_j\sum_{\mathbf L}\mathbf r\,e^{-\eta^2r^2}.\label{eq:dFR}
\end{equation}
\begin{equation}
\frac{\partial}{\partial\boldsymbol\tau_i}\cdot\mathbf F_i=-\frac{4\pi}{\Omega}Z_i(Q-Z_i).\label{eq:div}
\end{equation}

\section{Relation to bare Coulomb sums}\label{sec:bare}

This section is restricted to the simple cubic lattice of edge $a$, with $\Omega=a^3$. Let $\sigma$ be a unit charge at the centre of a cube of edge $a$ filled with density $-1/\Omega$, and $v$ its potential in free space. The charge of $\sigma$ vanishes, odd multipoles vanish by inversion, and the second moment $\int\sigma x_\alpha x_\beta\,d^3r=-\delta_{\alpha\beta}a^2/12$ is isotropic and multiplies $\nabla^2(1/r)=0$. Hence $v=O(r^{-5})$, and $\sum_{\mathbf L}v(\mathbf r-\mathbf L)$ converges absolutely, is periodic and has the source of (\ref{eq:psidef}). It equals $\psi$ plus its average $\Omega^{-1}\int v\,d^3r$. Inserting $1=\nabla^2(r^2/6)$ and using Green's identity, whose surface terms fall as $R^{-2}$,
\begin{equation}
\frac1\Omega\int v\,d^3r=\frac1\Omega\int\frac{r^2}{6}\nabla^2v\,d^3r=-\frac{2\pi}{3\Omega}\int\sigma r^2d^3r=\frac{2\pi}{3a^3}\frac{a^2}{4}=\frac{\pi}{6a}.
\end{equation}
The small cubes of a cubic block tile one large cube $C$ of half-edge $H$, so
\begin{equation}
\psi(\mathbf r)=\lim_{H\to\infty}\Big[\sum_{\mathbf L\in C}\frac{1}{|\mathbf r-\mathbf L|}-\frac{V_C(\mathbf r)}{\Omega}\Big]-\frac{\pi}{6a},\qquad V_C=\int_C\frac{d^3r'}{|\mathbf r-\mathbf r'|}.\label{eq:direct}
\end{equation}
Since $\nabla'\cdot[(\mathbf r'-\mathbf r)/|\mathbf r'-\mathbf r|]=2/|\mathbf r'-\mathbf r|$ and $-\nabla|\mathbf r-\mathbf r'|^{-1}=\nabla'|\mathbf r-\mathbf r'|^{-1}$, the divergence theorem reduces the cube to its faces, with outward normal $\mathbf n$:
\begin{equation}
V_C=\frac12\oint\frac{\mathbf n\cdot(\mathbf r'-\mathbf r)}{|\mathbf r'-\mathbf r|}dS',\qquad -\nabla V_C=\oint\frac{\mathbf n}{|\mathbf r'-\mathbf r|}dS'.\label{eq:faces}
\end{equation}
The omitted cells contribute an asymptotic series in $1/H^2$. The multipoles of $\sigma$ have even order, the Taylor expansion about the block centre and the replacement of each cell value by a cell integral add even numbers of derivatives by inversion symmetry, and a term homogeneous of odd degree $-n$ integrates over the outside of $C$ to $H^{3-n}$. The leading term, $n=5$, is $H^{-2}$.

A lemma on cubic symmetry is needed twice. Let $w(\mathbf u)$ be harmonic near $\mathbf u=0$ and invariant under the full cubic group. Each homogeneous part of its Taylor series is then harmonic and invariant. Odd degrees vanish by inversion. In degree 2, sign changes exclude $xy$ and permutations leave only $u^2$, which is not harmonic ($\nabla^2u^2=6$), so this part vanishes. In degree 4 the invariants are $x^4+y^4+z^4$ and $u^4$, with Laplacians $12u^2$ and $20u^2$, so the only harmonic one is
\begin{equation}
K_4=x^4+y^4+z^4-\tfrac35u^4,\qquad \partial_xK_4=4x^3-\tfrac{12}{5}xu^2 .
\end{equation}
Inside $C$, $\nabla^2V_C=-4\pi$, so $V_C+(2\pi/3)s^2$ is such a function of the offset $\mathbf s$ from the centre. The scaling $V_C(\mathbf s;H)=H^2V_C(\mathbf s/H;1)$ makes its degree-4 part proportional to $H^{-2}$, and $-\nabla V_C=(4\pi/3)\mathbf s+O(s^3/H^2)$. The potential of the omitted cells is also such a function. Its field starts with the $K_4$ term, whose coefficient needs four more derivatives ($n=9$) and falls as $H^{-6}$.

Now take a cube-shaped cluster of whole cells without any background, and let $i$ be an ion of its central cell, so that every offset $\boldsymbol\tau_i-\boldsymbol\tau_j$ stays fixed as $H\to\infty$. Sublattice $j$ fills a block centred on $\boldsymbol\tau_j$. By (\ref{eq:direct}) its bare field at $\boldsymbol\tau_i$ tends to $Z_j[-\nabla\psi+(4\pi/3\Omega)(\boldsymbol\tau_i-\boldsymbol\tau_j)]$, and the block $j=i$ gives zero by inversion. Summing over $j$ with $Q=0$,
\begin{equation}
\mathbf F_i^{\rm cluster}=\mathbf F_i-\frac{4\pi}{3\Omega}Z_i\mathbf M,\qquad \mathbf M=\sum_jZ_j\boldsymbol\tau_j .\label{eq:cluster}
\end{equation}
The extra term does not shrink as the cluster grows, and it changes when one $\boldsymbol\tau_j$ is replaced by $\boldsymbol\tau_j+\mathbf L$, whereas (\ref{eq:FR}) and (\ref{eq:FG}) do not change. The Ewald force is that of a crystal with zero macroscopic field. It does not describe a polarized cluster in vacuum, and for a slab or molecule in a supercell it includes the interaction with all periodic images.

\section{Displaced CsCl structure}

Put ion 2 at the origin and ion 1 at $\mathbf c+\mathbf u$, with $\mathbf c=(a/2)(1,1,1)$. The function $\psi(\mathbf c+\mathbf u)-(2\pi/3\Omega)u^2$ is harmonic and cubic, so the lemma and (\ref{eq:Fpsi}) give
\begin{align}
\psi(\mathbf c+\mathbf u)&=\psi(\mathbf c)+\frac{2\pi}{3\Omega}u^2+c_4K_4(\mathbf u)+O(u^6),\label{eq:psiexp}\\
\mathbf F_1&=-k\,\mathbf u-Z_1Z_2\,c_4\nabla K_4(\mathbf u)+O(u^5),\qquad k=\frac{4\pi Z_1Z_2}{3\Omega}.\label{eq:Fexp}
\end{align}
The series converge for $u$ below the nearest-neighbour distance $r_{nn}=\sqrt3a/2$. To find $c_4$, take $\mathbf u=z\hat{\mathbf z}$, where $K_4=\frac25z^4$. A charge at $\mathbf R$ from $\mathbf c$ contributes $\sum_lz^lP_l(\cos\theta)/R^{l+1}$, with $\theta$ the polar angle of $\mathbf R$, and the degree-4 part of $V_C$ vanishes as $H\to\infty$. Matching the $z^4$ terms in (\ref{eq:direct}) gives $c_4=\frac52\sum_{\mathbf R}P_4(\cos\theta)/R^5$. To first order in $u$ this force, which belongs to a displacement of the whole sublattice at zero macroscopic field, is restoring for like charges and destabilizing for opposite ones. The statement depends on that boundary condition. For charges $\pm Z$ in vacuum the dipole term of (\ref{eq:cluster}) cancels the linear force in a cube-shaped cluster, and along the normal of a thin plate the linear force is restoring.

\section{Truncation}

With cutoffs $r<R_c$ and $G<G_c$, every omitted real-space term carries a Gaussian factor below $e^{-\eta^2R_c^2}$, since $\operatorname{erfc}x<e^{-x^2}$ for $x>0$, and every omitted reciprocal term carries one below $e^{-G_c^2/4\eta^2}$. These factors bound single terms and are not the error of the sum. The first falls and the second rises with $\eta$, and they are equal at $\eta^2=G_c/2R_c$, where both exponents are $G_cR_c/2$. The choice $R_c=x/\eta$, $G_c=2x\eta$ makes both factors $e^{-x^2}$ at any $\eta$. Lattice vectors must be enumerated beyond $R_c$ by the largest $|\boldsymbol\tau_i-\boldsymbol\tau_j|$, because the cutoff applies to $r$ and not to $L$.

\section{Worked example}

The model cell has the CsCl structure with the round edge $a=8$ bohr, $\Omega=512$ bohr$^3$. The charges are those of ions that have given up valence shells $5s^25p^66s^1$ and $3s^23p^5$: $Z_1=9$, $Z_2=7$, $Q=16$. The displacement is $\mathbf u=(0.4,0.2,0.1)$ bohr, so $\boldsymbol\tau_1-\boldsymbol\tau_2=(4.4,4.2,4.1)$ bohr. The inputs are exact by definition, so all digits are properties of the model. The result is the ion--ion term only, to which a total-energy calculation adds the force of the electrons.

\subsection{Converged sums}

Equations (\ref{eq:FR}), (\ref{eq:FG}) and (\ref{eq:ER})--(\ref{eq:Econst}) were summed in double precision with $x=6.5$. The $x$ components on ion 1, in hartree/bohr, with $\eta$ in bohr$^{-1}$, are:

\begin{center}
\begin{tabular}{cccc}
$\eta$ & $F^R_{1x}$ & $F^G_{1x}$ & $F_{1x}$\\
0.150000 & $-0.2032582644$ & $-0.0012814025$ & $-0.2045396668$\\
0.221557 & $-0.1563428582$ & $-0.0481968087$ & $-0.2045396668$\\
0.300000 & $-0.0548285516$ & $-0.1497111153$ & $-0.2045396668$\\
0.450000 & $-0.0009120013$ & $-0.2036276656$ & $-0.2045396668$\\
0.600000 & $-0.0000014431$ & $-0.2045382237$ & $-0.2045396668$
\end{tabular}
\end{center}

The force passes almost entirely from the real-space to the reciprocal sum. The largest spread of any total component over the five values is $7\times10^{-16}$ hartree/bohr, the size of double-precision rounding. At $\eta=0.3$ bohr$^{-1}$ a central difference with step $10^{-4}$ bohr$^{-1}$ gives $\partial F^R_{1x}/\partial\eta=1.016925$ hartree and $\partial F^G_{1x}/\partial\eta=-1.016925$ hartree, and the Gaussian sum (\ref{eq:dFR}) gives $1.016925$ hartree. The full vector is
\begin{equation}
\mathbf F_1=(-0.20453967,\,-0.10513009,\,-0.05293777)\ \text{hartree/bohr},\label{eq:F1}
\end{equation}
or $(-10.518,-5.406,-2.722)$ eV/\AA\ with 1 hartree/bohr $=51.42207$ eV/\AA, and $\mathbf F_2=-\mathbf F_1$. The energy parts, in hartree, are:

\begin{center}
\begin{tabular}{ccccc}
$\eta$ & $E_R$ & $E_G$ & $E_{\rm self}$ & $E_{\rm bg}$\\
0.150000 & 16.5932100 & 0.0008776 & $-11.0016969$ & $-34.9065850$\\
0.221557 & 2.8452890 & 0.0905167 & $-16.2500000$ & $-16.0000000$\\
0.300000 & 0.2873465 & 1.1284992 & $-22.0033938$ & $-8.7266463$\\
0.450000 & 0.0010054 & 7.5684004 & $-33.0050906$ & $-3.8785094$\\
0.600000 & 0.0000006 & 16.8742541 & $-44.0067875$ & $-2.1816616$
\end{tabular}
\end{center}

The total is $E=-29.3141943$ hartree at every $\eta$, with a spread of $4\times10^{-14}$ hartree. Without $E_{\rm bg}$ the spread would be $34.9066-2.1817=32.7249$ hartree. The second row has $\eta=\sqrt\pi/a$, for which $E_{\rm self}=-(81+49)/8=-16.25$ and $E_{\rm bg}=-Q^2/2a=-256/16=-16$ hartree. The four-point difference $[8(E_{+h}-E_{-h})-(E_{+2h}-E_{-2h})]/12h$ with $h=10^{-3}$ bohr yields, after a change of sign, the eight decimals of (\ref{eq:F1}).

\subsection{First shells}

At $\eta=\sqrt\pi/a$ the six shortest vectors have $G=2\pi/a=0.785398$ bohr$^{-1}$ and $G^2/4\eta^2=\pi$, so their Gaussian factor is $e^{-\pi}=0.04321392$. Only $\pm G\hat{\mathbf x}$ contribute to the $x$ component, and $G\times4.4=\pi+\pi/10$. With $4\pi Z_1Z_2/\Omega=1.54625263$ hartree/bohr$^2$,
\begin{equation}
F^G_{1x}\approx-2\times1.54625263\times\frac{0.04321392}{0.785398}\,\sin\frac{\pi}{10}=-0.052581,
\end{equation}
against $-0.048197$ hartree/bohr from all $\mathbf G$. The overshoot has a definite sign. For $\mathbf G=(2\pi/a)(n_1,n_2,n_3)$ one has $\sin\mathbf G\cdot(\mathbf c+\mathbf u)=(-1)^{n_1+n_2+n_3}\sin\mathbf G\cdot\mathbf u$, so to first order in $u$ a cubic shell contributes $(-1)^{n_1+n_2+n_3}u_x\sum G_x^2$ times a positive weight, and the next shell, of type $(110)$, opposes the first. The eight nearest ions give $-0.155437$ of the $-0.156343$ hartree/bohr in $F^R_{1x}$. The two first shells add to $-0.20802$ hartree/bohr, which exceeds $F_{1x}$ in magnitude by 1.7\% of $F_{1x}$.

\subsection{Bare block sums}

The gradient of (\ref{eq:direct}) was evaluated for a block of $32^3$ charges centred on $\mathbf c$, with the face integrals (\ref{eq:faces}) done by $48\times48$ Gauss--Legendre quadrature. Multiplied by $-Z_1Z_2=-63$ it gives the eight decimals of (\ref{eq:F1}), with no error function and no $\eta$. Quantities with an $H^{-2}$ tail were extrapolated by the cubic polynomial in $1/H^2$ through four blocks, with $H/a=6,10,16,24$ about $\mathbf c$ or $6.5,10.5,16.5,24.5$ about a lattice site. After subtraction of $\pi/6a=0.06544985$ hartree they give $\xi=-0.35466218$ hartree (the $\mathbf L=0$ charge omitted, $\xi a=-2.837297$) and $\psi(\boldsymbol\tau_1-\boldsymbol\tau_2)=-0.09938337$ hartree. Equation (\ref{eq:Edef}) becomes $E=65\,\xi+63\,\psi=-23.053042-6.261152=-29.314194$ hartree.

\subsection{Expansion in the displacement}

The constant is $k=4\pi\times63/1536=0.51541754$ hartree/bohr$^2$, and the four-point difference of the Ewald force at $\mathbf u=0$ gives the same value for $-\partial F_{1x}/\partial u_x$. At the displaced position the same differences give the divergence $-1.54625263$ hartree/bohr$^2$, which is $-3k$ as (\ref{eq:div}) requires. The harmonic force $-k\mathbf u=(-0.206167,-0.103084,-0.051542)$ hartree/bohr deviates from (\ref{eq:F1}) by 0.8\%, 1.9\% and 2.6\% of the respective components. The extrapolated lattice sum is $c_4=-4.74143\times10^{-4}$ bohr$^{-5}$, or $c_4a^5=-15.5367$. With $u^2=0.21$ bohr$^2$, $\partial_xK_4=0.256-0.2016=0.0544$ bohr$^3$, and likewise $\nabla K_4=(0.0544,-0.0688,-0.0464)$ bohr$^3$. The cubic term along $x$ is $63\times4.74143\times10^{-4}\times0.0544=0.001625$ hartree/bohr, and (\ref{eq:Fexp}) gives $(-0.204542,-0.105139,-0.052928)$ hartree/bohr, each component within about $1\times10^{-5}$ hartree/bohr of (\ref{eq:F1}). The undisplaced energy is $-29.3682878$ hartree, so the displacement costs $0.0540935$ hartree. The harmonic part is $ku^2/2=0.0541188$ hartree, and with $K_4=0.0273-0.6\times0.0441=0.00084$ bohr$^4$ the quartic part of (\ref{eq:psiexp}) is $63\,c_4K_4=-0.0000251$ hartree, which brings the estimate to $0.0540937$ hartree.

\subsection{Charges $+1$ and $-1$}

By (\ref{eq:Fpsi}) the force in a two-ion cell is proportional to $Z_1Z_2$, so it becomes (\ref{eq:F1}) divided by $-63$: $\mathbf F_1=(0.00324666,0.00166873,0.00084028)$ hartree/bohr, directed away from the centre. The undisplaced Ewald energy $-0.25442019$ hartree times $-r_{nn}=-6.928203$ bohr gives the Madelung constant $1.762675$. Here $\mathbf M=(4.4,4.2,4.1)$ bohr in units of the elementary charge, and the $x$ component of the dipole term in (\ref{eq:cluster}) is $-(0.51541754/63)\times4.4=-0.035997$ hartree/bohr. The extrapolated bare cluster sum is $(-0.032751,-0.032692,-0.032703)$ hartree/bohr, and its $x$ component matches $0.003247-0.035997$ up to rounding in the last digit. It is ten times the Ewald component and of opposite sign. It is nearly the same along the three axes because the part of the dipole term linear in $\mathbf u$ cancels the harmonic force, which leaves $-(4\pi/3\Omega)\mathbf c$ and the cubic term.

\subsection{Fixed cutoffs}

For $Z_1=9$, $Z_2=7$, take $R_c=2.5a=20$ bohr and $G_c=2.5\times2\pi/a=1.96350$ bohr$^{-1}$, which balance at $\eta=\sqrt\pi/a$. The error is the largest deviation of a Cartesian component from (\ref{eq:F1}), in hartree/bohr.

\begin{center}
\begin{tabular}{cccc}
$\eta$ & error & $e^{-\eta^2R_c^2}$ & $e^{-G_c^2/4\eta^2}$\\
0.1000 & $1.2\times10^{-2}$ & $1.8\times10^{-2}$ & $1.4\times10^{-42}$\\
0.1500 & $1.4\times10^{-4}$ & $1.2\times10^{-4}$ & $2.5\times10^{-19}$\\
0.2216 & $4.4\times10^{-9}$ & $3.0\times10^{-9}$ & $3.0\times10^{-9}$\\
0.3500 & $3.9\times10^{-5}$ & $5.2\times10^{-22}$ & $3.8\times10^{-4}$\\
0.5000 & $3.4\times10^{-4}$ & $3.7\times10^{-44}$ & $2.1\times10^{-2}$
\end{tabular}
\end{center}

Among these five values the balanced $\eta$ has the smallest error, but it is not the optimum. There the real-space part of the error is $4.5\times10^{-9}$ and the reciprocal part $2.4\times10^{-11}$ hartree/bohr. The first omitted terms lie at $r=20.34$ bohr and $G=\sqrt8\times2\pi/a=2.221$ bohr$^{-1}$, whose factors are equal at $\eta=0.234$ bohr$^{-1}$, and $\eta=0.235$ bohr$^{-1}$ gives an error of about $3\times10^{-12}$ hartree/bohr. The tabulated factors are dimensionless bounds on the Gaussians of single terms. On the large-$\eta$ side the bound is not attained: the cutoff lies at $n_1^2+n_2^2+n_3^2=6.25$, the number 7 is not a sum of three squares, and the first omitted shell has 8, so the largest omitted Gaussian factor is the tabulated one raised to the power $8/6.25=1.28$, about $4\times10^{-5}$ at $\eta=0.35$ and $7\times10^{-3}$ at $\eta=0.5$. These factors are not estimates of the error either. The error is the sum of (\ref{eq:FG}) over all omitted shells, each carrying the prefactor $4\pi Z_1Z_2/\Omega$ and the weights $\mathbf G/G^2$. Since $n_1+n_2+n_3$ has the parity of $n_1^2+n_2^2+n_3^2$, the sign rule found for the first shells makes the shells 8, 10, 12 enter, to first order in $u$, with the sign opposite to that of 9, 11, 13, so the error is a sum of terms of both signs that no single Gaussian factor determines. At $\eta=0.5$ the shells 8, 9 and 10 contribute $+1.6\times10^{-2}$, $-2.1\times10^{-2}$ and $+8.9\times10^{-3}$ hartree/bohr to the $x$ component, while all omitted shells together give $-3.4\times10^{-4}$ hartree/bohr.
